Harmonic balance for a nonlinear plasma sheath near series resonance

**What the linear circuit misses**

Take a capacitive sheath in series with the inductance and resistance of the plasma bulk, and replace the sheath by its small-signal capacitance. For the model discharge treated below, with prescribed density and driven at 148.6 MHz, this linear circuit predicts an absorbed power of 1.00 W/cm². The nonlinear circuit absorbs 1.60 W/cm². The sheath has changed its mean width and made a second harmonic, and both move the resonance. A calculation with one harmonic repairs most of the power but leaves the current phase wrong by about 9°, while balancing energy exactly. A solver therefore needs a measure of convergence that stays reliable near resonance.

**The circuit and its scaling**

The sheath is a region of width s without electrons, with fixed ions of density n and a sharp edge. Its charge and voltage are

Q = enAs,  V_s = ens²/(2ε₀) = Q²/(2enε₀A²),

with A the electrode area. In the bulk, of length l, an electron obeys m dv/dt = eE − mνv. With current I = enAv and voltage El this gives

El = L dI/dt + RI,  L = ml/(e²nA),  R = νL.

A dc supply holds the voltage V₀ and an rf source adds V₁ cos ωt. Since I = dQ/dt,

L Q″ + R Q′ + Q²/(2enε₀A²) = V₀ + V₁ cos ωt.

Here n, ν and V₀ are prescribed, l is constant because s ≪ l, and the return sheath, the bulk displacement current and magnetic induction are neglected. The sheath must never collapse (s > 0), so that no electrons reach the electrode. The heating in this model is collisional.

Let s₀ be the rest width, V₀ = ens₀²/(2ε₀), and set x = s/s₀, θ = ωt. Divide the equation by 2V₀. The sheath term becomes x²/2, and the inertial coefficient is

ω²L(enAs₀)/(2V₀) = ω²(mls₀/e)·ε₀/(ens₀²) = ω²l/(ω_p²s₀) = ω²/ω₀²,

with ω_p² = ne²/(mε₀) and ω₀ = ω_p√(s₀/l), the small-signal series resonance. With W = ω/ω₀, G = ν/ω₀ and a = V₁/(2V₀), and primes now meaning d/dθ,

W²x″ + WGx′ + x²/2 = 1/2 + a cos θ.  (1)

The example has round parameters: n = 10¹⁶ m⁻³, l = 5 cm, A = 100 cm², ν = 10⁸ s⁻¹, V₀ = 200 V, V₁ = 24 V. Then s₀ = 1.487 mm, and ω₀ = 5.642×10⁹ × √(1.487/50) = 9.73×10⁸ rad/s, or 154.8 MHz. Further, G = 0.1028 and a = 24/400 = 0.06.

**One harmonic by hand**

Put x = m + c₁e^{iθ} + c₁*e^{−iθ} into (1), the star denoting the complex conjugate. The constant part of x² is m² + 2|c₁|², and its e^{iθ} part is 2mc₁. Matching these two parts gives

m² + 2|c₁|² = 1,
(m − W² + iWG)c₁ = a/2.

The first line says that oscillation lowers the mean width, because the mean of x² is fixed by the dc voltage. The second is a linear resonator whose stiffness is m instead of 1, so the resonance moves down.

At W = 0.96 we have W² = 0.9216 and WG = 0.0987. Try m = 0.9055. Then m − W² = −0.0161, and

|c₁| = 0.03/√(0.0161² + 0.0987²) = 0.300,
m = √(1 − 2×0.300²) ≈ 0.906,

which is consistent. The phase of c₁ is −99°.

**The second harmonic by hand**

Add c₂e^{2iθ} and its conjugate. The e^{2iθ} part of x²/2 is mc₂ + c₁²/2, so

(m − 4W² + 2iWG)c₂ + c₁²/2 = 0.

Neglecting the damping here, c₂ ≈ c₁²/[2(4W² − m)]. With |c₁| = 0.300 this is 0.0900/(2×2.781) = 0.0162; the full solution has 0.0163. The e^{iθ} equation gains the product c₂c₁*, so its stiffness becomes

μ = m + |c₁|²/[2(4W² − m)] ≈ 0.905 + 0.016 = 0.921.

This equals W² to the accuracy of the estimate. Hence W = 0.96 is resonant, and c₁ should have phase −90°. A scan of the full solution in steps of 0.01 in W puts the power maximum at this same W.

A harmonic of only 0.016 thus turns the phase by 9°. The omitted product is 0.0163×0.300 = 0.0049. Divided by the small resonant impedance 0.0987, it gives an error of about 0.05 in c₁, in agreement with the computed 0.047. Near resonance, small omitted terms are divided by a small number.

**The general equations and Newton's method**

Write x = Σ c_k e^{ikθ} with |k| ≤ H and c₋ₖ = cₖ*. Matching each harmonic gives

F_k = D_k c_k + ½ Σ_j c_j c_{k−j} − f_k = 0,  D_k = −W²k² + iWGk,

with f₀ = 1/2, f_{±1} = a/2 and the other f_k zero. Both indices in the sum stay within ±H. Because the nonlinearity is quadratic, the sum is a finite convolution and needs no sampling in time. Differentiation gives the Jacobian

J_{kj} = D_k δ_{kj} + c_{k−j},

with c_{k−j} set to zero when |k−j| > H.

Newton's method replaces c by c − J⁻¹F(c). Let e be the difference between c and the solution of the truncated equations, and let e⋆e be its convolution with itself. The Taylor expansion of a quadratic function ends at second order:

0 = F(c) − Je + ½ e⋆e, so F(c) = Je − ½ e⋆e.

The new error is therefore

e_new = e − J⁻¹F(c) = ½J⁻¹(e⋆e).

Let |e|₁ be the sum of the moduli and |e|₂ the root of the sum of squares. Since |e⋆e|₂ ≤ |e|₁|e|₂,

|e_new|₂ ≤ |e|₁|e|₂/(2s_min),  (2)

where s_min is the smallest singular value of J at the current iterate. Convergence is quadratic, but the region in which (2) guarantees it shrinks with s_min.

How small is s_min at resonance? Disturb c₁ by δ in the reduced equation (μ − W² + iWG)c₁ = a/2, where μ depends on |c₁|². At resonance c₁ = −ir with r = 0.300, so |c₁|² changes by −2r Im δ. The left side changes by

iWG δ + 2iμ′r² Im δ,  μ′ = dμ/d|c₁|² ≈ −1/m + 1/[2(4W² − m)] = −0.925.

The term −1/m comes from m² = 1 − 2|c₁|²; the small dependence of the last denominator on m is dropped. With g = WG and b = 2μ′r² = −0.167, the real and imaginary parts of δ are acted on by the matrix with rows (0, −g) and (g, b). Its singular values have product g², and their squares sum to 2g² + b², so their difference is |b|. The smaller one is

s = ½[√(b² + 4g²) − |b|] = ½(0.259 − 0.167) = 0.046.

The full Jacobian gives 0.045, less than half of the linear value g = 0.099. The dependence of the stiffness on amplitude makes the problem more sensitive than damping alone suggests.

The bound needs s_min at the iterate, not at the solution. An error e changes J by a convolution with e, whose norm is at most |e|₁, so s_min at the iterate is at least 0.045 − |e|₁. Hence (2) guarantees that a step reduces |e|₂ if |e|₁ is below 2×0.045/3 = 0.03. Starting from the solution at W = 0.97, the errors |e|₂ are 6.7×10⁻², 1.5×10⁻², 5.7×10⁻⁴, 5.3×10⁻⁷ and 6.7×10⁻¹³. One step of 0.01 in W already produces a starting error outside the guaranteed range, yet the iteration converges. The condition is sufficient, not necessary; small frequency steps near resonance are a precaution.

**A simpler iteration and its cost**

One can avoid the Jacobian by writing x = 1 + z and repeatedly solving

(D_k + 1)z_k,new = f̃_k − ½(z⋆z)_k,

where f̃ contains only the rf drive. A small error is multiplied each time by the matrix −(D+1)⁻¹T, with T_{kj} = z_{k−j}. Local convergence requires its spectral radius ρ to be below 1.

At W = 1.40 the radius is 0.04. At W = 0.96 it is 0.977: the iteration still converges, but gaining one decimal digit takes ln 10/(−ln 0.977) ≈ 100 iterations. Actual runs from slightly disturbed solutions converged at all seven tabulated frequencies, as ρ < 1 requires. Just above the power maximum, between the tabulated frequencies, the iteration fails: ρ exceeds 1 at W = 0.97, 0.98 and 0.99, with a value of 1.07 at W = 0.98.

**How fast the harmonics decay**

The decay of c_k is set by the singularity of x(θ) nearest the real axis in complex θ. Let it lie at θ_s = α − iσ in the lower half-plane, and put τ = θ − θ_s. Try x = Bτ⁻² + Cτ⁻¹ + … in (1). The drive is regular at θ_s and does not enter these orders:

τ⁻⁴: 6W²B + B²/2 = 0, so B = −12W²;
τ⁻³: 2W²C − 2WGB + BC = 0, so −10W²C + 24W³G = 0 and C = (12/5)WG.

A further disturbance τ^r must satisfy r(r−1) = 12, so r = 4 or −3. The value r = −3 is a shift of θ_s. At r = 4 a term τ⁴ ln τ can appear. It contributes to c_k a part smaller than the leading one by a factor of order k⁻⁶.

The coefficient is c_k = (1/2π)∫x e^{−ikθ}dθ over one period. For k > 0, move the path below θ_s. The vertical sides cancel by periodicity, and the lower path contributes a faster-decaying part if no other singularity lies equally close. The contour runs clockwise, so the pole terms give −i times the residue. Expanding e^{−ikθ} about θ_s, the residue is (−ikB + C)e^{−ikθ_s}, and

c_k ≈ [12W²k − i(12/5)WG] e^{−ikα} e^{−kσ}.  (3)

The harmonics give σ = 3.608. Integrating the circuit equation along the imaginary direction until x blows up gives the same value within the tested tolerance of 10⁻⁵.

Near resonance σ follows from c₁. For k ≥ 2, neglect damping and all products that contain negative harmonics:

c_k = Σ_{j=1}^{k−1} c_j c_{k−j} / [2(W²k² − m)].

Set W² = m and try c_k = 12W²k q^k. Since Σ j(k−j) = k(k²−1)/6, the right side is

144W⁴q^k · k(k²−1)/6 / [2W²(k²−1)] = 12W²k q^k,

as required. The case k = 1 fixes q = c₁/(12W²), hence

σ ≈ ln(12W²/|c₁|).  (4)

Here this is ln(11.06/0.3005) = 3.606. Apart from the factor k, each harmonic is smaller than the last by e^{−σ} = 0.027.

Formula (4) also shows how bad resonance can become before the sheath collapses. With one harmonic, collapse occurs at m = 2|c₁|. At resonance W² = m, so |q| = |c₁|/(24|c₁|) = 1/24. By this estimate, even a sheath on the verge of collapse still gains a factor of roughly 24 per harmonic at the fundamental resonance, apart from the factor k.

**Errors after truncation**

By Parseval's theorem the mean square of x is Σ|c_k|². If the retained harmonics are accurate, the rms error of x is dominated by the pair ±(H+1):

error ≈ √2 |c_{H+1}|.  (5)

With (3), H = 4 gives 1.147×10⁻⁶, in units of the rest width, equal to the computed error at the digits shown. For H = 1 the estimate is 0.023 but the error is 0.071, because the resonant error of c₁ found by hand dominates. Formula (5) should be trusted only once that error has become small; it was tested to 5% from H = 4 upward.

The error of c₁ falls faster. In its own equation the first omitted product is c_{H+1}c_H*, of size e^{−(2H+1)σ}. In the equation for harmonic k the omission has size e^{−(2H+2−k)σ}, and carrying it down to c₁ costs a further e^{−(k−1)σ}. The product is again e^{−(2H+1)σ}, times algebraic factors that this scaling argument does not determine. High-precision solutions at H = 8, 12 and 18 give, after a fitted power of H is removed, a rate of 7.19 per harmonic against 2σ = 7.22.

The power inherits this rate. Averaging V₁ cos θ times the current enAs₀ωx′, and using ⟨x′ cos θ⟩ = −Im c₁, gives

P/A = V₁ens₀ω(−Im c₁).

The prefactor is 5.339 W/cm², so the computed 1.60425 W/cm² means −Im c₁ = 0.3005. This equals |c₁| to four figures, which places the phase within about 2° of −90°. Since the power is stationary there against a change of phase, one harmonic errs by 16% in c₁ but by only 1.4% in power.

Energy balance cannot reveal these errors. Multiply the truncated equations by the harmonics of x′ and sum. The inertial and sheath terms are averages of derivatives of x′² and x³ and vanish, the constant drive does no work on average, and

WG⟨x′²⟩ = a⟨x′ cos θ⟩

holds at every H, including H = 1.

**Across the resonance, and beyond it**

For an rms error of 10⁻¹⁰ the solver needs 4 harmonics at W = 1.40, 7 at W = 0.96 and 6 at W = 0.70. At these three frequencies s_min is 0.97, 0.045 and 0.50. Its smallest value on the scan grid, 0.032, lies slightly below the power maximum, at W = 0.94. Resonance costs a few harmonics; its larger effect is on the iteration.

On the low side σ does not return to its high-frequency values: it is 4.45 at W = 0.80 and 4.43 at W = 0.70. Most of this is already in formula (4), which gives 6.64 at W = 1.40 and 4.61 at W = 0.70: the factor 12W² is four times smaller and |c₁| is nearly twice as large. The remaining deficit of about 0.2 at W = 0.70 has the sign expected from the recursion, whose denominator 4W² − m shrinks towards W ≈ 1/2, where the second harmonic is itself resonant. Below that, the terms no longer share one sign, and a single dominant singularity can no longer be inferred from the recursion.

The opposite limit W → 0 shows where fast convergence ends. Without inertia and resistance,

x = √(1 + 2a cos θ),

which has branch points at cos θ = −1/(2a), so σ = arcosh[1/(2a)]. As a → 1/2 the sheath just collapses, σ → 0, and x = √2|cos(θ/2)| has a kink whose harmonics fall only as k⁻². A sheath that collapses in each cycle at low frequency needs many harmonics, and also a model of the electron current that (1) omits.

In the example the sheath stays open: x runs from 0.34 to 1.54, and the smallest sheath voltage is 22 V. The sharp edge is reasonable if the electron temperature is a few volts or less. The uniform ion density is a stronger idealization: in a steady collisionless sheath at 200 V the ions accelerate, and their density falls to about a tenth at the electrode. This changes both the sheath width and the relation between charge and voltage. At the argon pressure implied by ν, a few tens of millitorr, the ion mean free path is about 1 mm, comparable with s₀, so ion collisions modify the profile further.

The neglected displacement current changes the bulk reactance by a fraction of about (ω/ω_p)² = 0.027. In the units of (1) this is 0.025, a quarter of the resonant impedance 0.099, so it can turn the current phase by about as much as the omitted second harmonic did. For the sixth harmonic, which lies close to ω_p, the purely inductive bulk fails altogether.

Magnetic induction is a larger omission. The skin depth c/ω_p = 5.3 cm is about the radius, 5.6 cm, of a disc of area 100 cm². The internal inductance μ₀l/(8π) = 2.5 nH of a uniform current column is 14% of L, or 0.13 in the units of (1), more than the resonant impedance. Near resonance the fields would vary across an electrode of this size, and a lumped circuit is not quantitative for it.

Nor is the example a self-consistent steady discharge. In argon with an electron temperature of a few volts, the electrons of a plasma this dense lose only about 0.01 to 0.1 W/cm² to its two ends, depending on temperature and density profile, so an absorbed 1.6 W/cm² would raise the density. The peak drift speed, about 8.5×10⁵ m/s, is also comparable with the thermal speed, so a constant ν is an assumption. The numbers illustrate equation (1) and do not predict a particular reactor.

With three harmonics the rms truncation error is 3×10⁻⁵, far below these modelling errors. Further harmonics refine the solution of (1) but not the description of a discharge. The numerical output below lists seven frequencies from the scan.

Values computed for the example and the checks

```
Density 1.0e+16 m^-3; bulk length 5.0 cm; area 100 cm^2
Collision rate 1.00e+08 s^-1; dc 200 V; rf amplitude 24 V
Rest sheath width: 1.4868 mm
Plasma angular frequency: 5.6415e+09 rad/s
Inductance: 17.7435 nH; resistance: 1.7743 ohm
Small-signal series resonance: 154.829 MHz
Dimensionless damping G: 0.10279; drive a: 0.06000
Power maximum on scan grid: W = 0.960, 148.635 MHz
Neglected bulk displacement ratio (omega/omega_p)^2: 0.0274
x at power maximum: mean 0.90493, min 0.33514, max 1.53969
Minimum sheath voltage: 22.464 V
Moduli of c_1, c_2, c_3: 0.300470, 0.016260, 0.000662
Absorbed power: 1.60425 W/cm^2; total 160.425 W
Linear-circuit power at same frequency: 0.99507 W/cm^2
Largest x difference from time integration: 9.0e-12
Singularity from harmonics: sigma 3.6076117, alpha 1.5354692 rad
Sigma from complex-time blow-up: 3.6076117
Sigma from resonant closed form: 3.60567
Amplitude factor per harmonic exp(-sigma): 0.02712
Pole strength divided by prediction, minus one: 1.8e-08
H | rms x error | predicted | c_1 error | relative power error
 1 | 0.07067 | 2.300e-02 | 0.04724 | 0.01443
 2 | 0.001087 | 9.356e-04 | 0.0003814 | 0.0001292
 3 | 3.393e-5 | 3.383e-05 | 1.298e-6 | 5.271e-7
 4 | 1.147e-6 | 1.147e-06 | 3.046e-9 | 1.341e-9
 6 | 1.181e-9 | 1.180e-09 | 9.243e-15 | 4.408e-15
 8 | 1.116e-12 | 1.116e-12 | 1.792e-20 | 8.888e-21
12 | 8.718e-19 | 8.714e-19 | 3.357e-32 | 1.733e-32
18 | 5.065e-28 | 5.063e-28 | 3.581e-50 | 1.898e-50
c_1 error: fitted rate 7.1894, 2 sigma 7.2152, effective power of H 4.33
Newton errors: 6.73e-02, 1.46e-02, 5.74e-04, 5.25e-07, 6.73e-13, 6.13e-16
W | MHz | sigma | H for 1e-10 (forecast) | s_min | fixed-point radius | W/cm^2
0.70 | 108.38 | 4.4272 | 6 (6) | 0.5019 | 0.0826 converges | 0.03200
0.80 | 123.86 | 4.4471 | 6 (6) | 0.3476 | 0.1681 converges | 0.08271
0.90 | 139.35 | 4.1135 | 6 (6) | 0.1503 | 0.4475 converges | 0.36785
0.96 | 148.64 | 3.6076 | 7 (7) | 0.0450 | 0.9765 converges | 1.60425
1.05 | 162.57 | 4.3305 | 6 (6) | 0.1621 | 0.5593 converges | 0.66298
1.20 | 185.79 | 5.6264 | 4 (4) | 0.4603 | 0.1271 converges | 0.11642
1.40 | 216.76 | 6.7056 | 4 (4) | 0.9712 | 0.0425 converges | 0.03561
```
